**Yeh–Hummer correction for diffusion in a 64-molecule water box**

The program examines D_L = D_inf − ξ k_B T/(6πηL), where D_L and D_inf are the diffusion coefficients in a periodic cubic box of edge L and in an infinite box, η is the shear viscosity of the simulated liquid and T is the temperature. It asserts that three routes to ξ agree within stated tolerances: a split lattice sum, a time integral of the missing velocity correlation, and a real-space sum of charges in a neutral background. They give ξ = 2.837297, with the real-space sum printed to five decimals. Further assertions cover the Stokes limit, the finite-size formula for a shell-shaped tracer, the isotropy of the mobility, viscoelastic memory and a wavenumber-dependent viscosity. For rough water data at 298 K the box edge is 1.2417 nm and the correction is 0.554 nm²/ns, which is 24.1 % of the experimental diffusion coefficient. Rounding of the input viscosity and diffusion coefficient spreads this fraction from 22.3 % to 26.1 %. For a model liquid three times as viscous with the same hydrodynamic radius, the box still removes 24.1 % of the model's own D_inf, but only 8.0 % of the experimental value.

## Program and output

```python
"""Finite-box correction to self-diffusion in a periodic cubic liquid cell.

Result under test:  D_L = D_inf - xi*kB*T/(6*pi*eta*L),  xi = 2.837297...
D_L: diffusion coefficient in a box of edge L; D_inf: infinite-box value;
eta: shear viscosity of the simulated liquid; T: temperature.
xi/L = 4*pi*[ integral d3k/(2pi)^3 - (1/V) sum_{k != 0} ] 1/k^2.
Tests use L = 1; the water example uses SI units internally.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp

pi = np.pi

# Number of integer vectors for each squared length, inside a cube.
n_max = 80
axis = np.arange(-n_max, n_max + 1)
squares = axis**2
n2_grid = (squares[:, None, None] + squares[None, :, None]
           + squares[None, None, :])
counts = np.bincount(n2_grid.ravel())
del n2_grid
n2_all = np.arange(1, len(counts))
cube_counts = counts[1:]
# Squared lengths up to n_max^2 are complete spherical shells.
n2 = np.arange(1, n_max**2 + 1)
shell_counts = counts[1:n_max**2 + 1]
k2 = 4 * pi**2 * n2


def xi_split(t):
    """Rapidly convergent evaluation with splitting parameter t."""
    lattice = np.sum(shell_counts * np.exp(-k2 * t) / k2)
    return 1 / np.sqrt(pi * t) + 4 * pi * t - 4 * pi * lattice


xi = xi_split(0.0064)
assert abs(xi - xi_split(0.004)) < 1e-10

# Independent road 1: time integral of the missing velocity correlation.
modes = np.arange(1, 121)


def missing_correlation(tau):
    theta = 1 + 2 * np.sum(np.exp(-4 * pi**2 * modes**2 * tau))
    return (4 * pi * tau)**-1.5 - (theta**3 - 1)


tau_low, tau_high = 1e-4, 1.0
# At short times only the absent uniform mode distinguishes the box.
assert abs(missing_correlation(tau_low) - 1) < 1e-8
middle = quad(lambda u: np.exp(u) * missing_correlation(np.exp(u)),
              np.log(tau_low), np.log(tau_high),
              epsabs=1e-11, epsrel=1e-10, limit=300)[0]
late = 2 * (4 * pi)**-1.5 / np.sqrt(tau_high)
xi_time = 4 * pi * (tau_low + middle + late)
assert abs(xi_time - xi) < 1e-7

# Independent road 2: point charges in neutral cubic cells, real space.
# Integral of 1/r over a unit cube, reduced to its six faces.
face = dblquad(lambda y, x: 1 / np.sqrt(x*x + y*y + 0.25),
               -0.5, 0.5, -0.5, 0.5)[0]
cube_integral = 1.5 * face
raw_potential = (np.sum(cube_counts / np.sqrt(n2_all))
                 - (2 * n_max + 1)**2 * cube_integral)
second_moment = 3 * quad(lambda x: x*x, -0.5, 0.5)[0]
mean_potential = 2 * pi / 3 * second_moment
xi_real = -(raw_potential - mean_potential)
# Omitted far cells contribute at order 1/n_max^2.
assert abs(xi_real - xi) < 5e-5

# Prefactor: infinite-volume shell mobility must equal Stokes mobility.
x = sp.symbols('x', positive=True)
sinc_integral = sp.integrate(sp.sin(x)**2 / x**2, (x, 0, sp.oo))
assert sp.simplify(sinc_integral / (3*sp.pi**2) - 1/(6*sp.pi)) == 0


def shell_ratio(a):
    """D_L/D_inf of a shell of radius a, by direct lattice sum."""
    k = np.sqrt(k2)
    total = 2/3 * np.sum(shell_counts * (np.sin(k*a)/(k*a))**2 / k2)
    # Mean remainder beyond the cutoff, with sin^2 replaced by 1/2.
    total += 1 / (12 * pi**3 * a**2 * (n_max + 0.5))
    return 6 * pi * a * total


def shell_formula(a):
    return 1 - xi * a + 4 * pi / 3 * a**3


# The oscillating remainder of the cutoff sum sets the tolerance.
for radius in (0.12, 0.2, 0.3):
    assert abs(shell_ratio(radius) - shell_formula(radius)) < 5e-4

# Isotropy of the mobility tensor in a cubic box.
small = np.arange(-14, 15)
nx, ny, nz = np.meshgrid(small, small, small, indexing='ij')
m2 = (nx**2 + ny**2 + nz**2).astype(float)
keep = m2 > 0
nx, ny, m2 = nx[keep], ny[keep], m2[keep]
weight = np.exp(-4*pi**2*m2*0.0064) / (4*pi**2*m2)
mobility_xx = np.sum(weight * (1 - nx**2/m2))
mobility_xy = np.sum(-weight * nx * ny / m2)
mobility_from_xi = (1/np.sqrt(pi*0.0064) + 4*pi*0.0064 - xi_time)/(6*pi)
assert abs(mobility_xx - mobility_from_xi) < 1e-7
assert abs(mobility_xy) < 1e-12

# A viscoelastic memory leaves the time integral of a mode unchanged.
memory_time = 10.0  # in units of the viscous decay time


def memory_equations(t, y):
    correlation, stress, integral = y
    return [-stress, (correlation - stress)/memory_time, correlation]


solution = solve_ivp(memory_equations, (0, 600), [1.0, 0.0, 0.0],
                     method='DOP853', rtol=1e-9, atol=1e-11)
memory_integral = solution.y[2, -1]
memory_minimum = solution.y[0].min()
assert memory_minimum < -0.1  # the decay is truly not exponential
assert abs(memory_integral - 1) < 1e-5

# Viscosity eta/(1+k^2*l^2): effect on the regularized difference.
t_reg, l_test = 0.0064, 0.15
integral_part = quad(lambda k: (1 + l_test**2*k*k)
                     * np.exp(-k*k*t_reg)/(2*pi**2), 0, 100)[0]
sum_part = np.sum(shell_counts*(1 + l_test**2*k2)*np.exp(-k2*t_reg)/k2)
xi_dispersion = 4*pi*(integral_part - sum_part) + 4*pi*t_reg
assert abs(xi_dispersion - xi - 4*pi*l_test**2) < 1e-7

# Water example: rough typical inputs.
molecules = 64
temperature = 298.0        # K
density = 1000.0           # kg/m3
molar_mass = 18.015e-3     # kg/mol
viscosity = 0.9e-3         # Pa s
d_exp = 2.3e-9             # m2/s
d_unit = 1e-9              # 1 nm2/ns in m2/s
thermal = const.k * temperature


def box_edge(number):
    return (number * molar_mass / (const.N_A * density))**(1/3)


def correction(edge, eta):
    return xi * thermal / (6 * pi * eta * edge)


L = box_edge(molecules)
shift = correction(L, viscosity)
fraction = shift / d_exp
radius_h = thermal / (6 * pi * viscosity * d_exp)
direct_fraction = 1 - shell_ratio(radius_h / L)
finite_size_fraction = 1 - shell_formula(radius_h / L)
assert abs(direct_fraction - finite_size_fraction) < 1e-3
assert abs(direct_fraction - fraction) < 0.005
range_fraction = [correction(L, eta)/d
                  for eta in (0.85e-3, 0.95e-3)
                  for d in (2.25e-9, 2.35e-9)]
target = 0.05
needed = molecules * (fraction / target)**3
assert abs(correction(box_edge(needed), viscosity)/d_exp - target) < 1e-10

# Model liquid with raised viscosity and Stokes-Einstein scaling.
factor = 3.0
slow_inf = d_exp / factor
slow_shift = correction(L, factor * viscosity)
slow_box = slow_inf - slow_shift
wrong_corrected = slow_box + shift

# Neglected effects, relative to the correction itself.
nu = viscosity / density
size_effect = -(4*pi/3) * (radius_h/L)**2 / xi
tracer_effect = 1/(1 + d_exp/nu) - 1
l_disp = 0.1e-9
dispersion_effect = 4*pi*(l_disp/L)**2 / xi
slowest_time = L**2 / (4*pi**2*nu)

print(f"xi, split lattice sum: {xi:.6f}")
print(f"xi, time quadrature: {xi_time:.6f}")
print(f"xi, real-space charge sum: {xi_real:.5f}")
print(f"Shell a/L=0.2, D ratio, direct sum: {shell_ratio(0.2):.4f}")
print(f"Shell a/L=0.2, D ratio, formula: {shell_formula(0.2):.4f}")
print(f"Memory test, time integral (viscous=1): {memory_integral:.5f}")
print(f"Memory test, lowest correlation: {memory_minimum:.2f}")
print(f"Molecules: {molecules}")
print(f"Temperature: {temperature:.0f} K")
print(f"Density (rough): {density/1000:.1f} g/cm3")
print(f"Molar mass: {molar_mass*1000:.3f} g/mol")
print(f"Viscosity (rough): {viscosity*1000:.1f} mPa s")
print(f"Experimental D (rough): {d_exp/d_unit:.1f} nm2/ns")
print(f"Thermal energy kB T: {thermal:.4e} J")
print(f"Box edge L: {L*1e9:.4f} nm")
print(f"Hydrodynamic radius R: {radius_h*1e9:.4f} nm")
print(f"R/L: {radius_h/L:.4f}")
print(f"Correction: {shift/d_unit:.3f} nm2/ns")
print(f"Correction: {shift:.3e} m2/s")
print(f"Suppressed fraction of experimental D: {100*fraction:.1f} %")
print(f"Fraction, lowest for rounded inputs: {100*min(range_fraction):.1f} %")
print(f"Fraction, highest for rounded inputs: {100*max(range_fraction):.1f} %")
print(f"D expected in the box: {(d_exp-shift)/d_unit:.2f} nm2/ns")
print(f"Ratio D_inf/D_L: {1/(1-fraction):.3f}")
print(f"Fraction from direct shell sum: {100*direct_fraction:.1f} %")
for number in (128, 256, 512):
    edge = box_edge(number)
    part = correction(edge, viscosity) / d_exp
    print(f"N={number}: L={edge*1e9:.3f} nm, suppressed {100*part:.1f} %")
print(f"Molecules for {100*target:.0f} % suppression: {needed:.0f}")
print(f"Slow model, viscosity factor: {factor:.0f}")
print(f"Slow model D_inf: {slow_inf/d_unit:.3f} nm2/ns")
print(f"Slow model D in box: {slow_box/d_unit:.3f} nm2/ns")
print(f"Slow model correction: {slow_shift/d_unit:.3f} nm2/ns")
print(f"Slow model, part of own D_inf: {100*slow_shift/slow_inf:.1f} %")
print(f"Slow model, part of experimental D: {100*slow_shift/d_exp:.1f} %")
print(f"Slow model, wrongly corrected D: {wrong_corrected/d_unit:.3f} nm2/ns")
print(f"Finite tracer size changes correction by: {100*size_effect:.2f} %")
print(f"Tracer motion changes correction by: {100*tracer_effect:.2f} %")
print(f"Chosen viscosity-dispersion length: {l_disp*1e9:.1f} nm")
print(f"Dispersion changes correction by: {100*dispersion_effect:.1f} %")
print(f"Smallest box wavenumber: {2*pi/L*1e-9:.2f} 1/nm")
print(f"Viscous time of slowest mode: {slowest_time*1e12:.4f} ps")
print("OK")
```

Running it gives:

```
xi, split lattice sum: 2.837297
xi, time quadrature: 2.837297
xi, real-space charge sum: 2.83730
Shell a/L=0.2, D ratio, direct sum: 0.4660
Shell a/L=0.2, D ratio, formula: 0.4661
Memory test, time integral (viscous=1): 1.00000
Memory test, lowest correlation: -0.60
Molecules: 64
Temperature: 298 K
Density (rough): 1.0 g/cm3
Molar mass: 18.015 g/mol
Viscosity (rough): 0.9 mPa s
Experimental D (rough): 2.3 nm2/ns
Thermal energy kB T: 4.1143e-21 J
Box edge L: 1.2417 nm
Hydrodynamic radius R: 0.1054 nm
R/L: 0.0849
Correction: 0.554 nm2/ns
Correction: 5.542e-10 m2/s
Suppressed fraction of experimental D: 24.1 %
Fraction, lowest for rounded inputs: 22.3 %
Fraction, highest for rounded inputs: 26.1 %
D expected in the box: 1.75 nm2/ns
Ratio D_inf/D_L: 1.317
Fraction from direct shell sum: 23.8 %
N=128: L=1.564 nm, suppressed 19.1 %
N=256: L=1.971 nm, suppressed 15.2 %
N=512: L=2.483 nm, suppressed 12.0 %
Molecules for 5 % suppression: 7162
Slow model, viscosity factor: 3
Slow model D_inf: 0.767 nm2/ns
Slow model D in box: 0.582 nm2/ns
Slow model correction: 0.185 nm2/ns
Slow model, part of own D_inf: 24.1 %
Slow model, part of experimental D: 8.0 %
Slow model, wrongly corrected D: 1.136 nm2/ns
Finite tracer size changes correction by: -1.06 %
Tracer motion changes correction by: -0.25 %
Chosen viscosity-dispersion length: 0.1 nm
Dispersion changes correction by: 2.9 %
Smallest box wavenumber: 5.06 1/nm
Viscous time of slowest mode: 0.0434 ps
OK
```
